# Matthiessen's rule as a lower bound on channel resistivity: test program

```python
"""Matthiessen's rule as a lower bound on resistivity.

Result under test: if the collision operators of two mechanisms add, then
    rho_12 >= rho_1 + rho_2,
with rho = min over phi of <phi,P phi> / (e^2 <X,phi>^2).
P   : symmetric linearized collision operator
X   : velocity times (-df0/dE), the driving term; P psi = X
rho : sheet resistance of a two-dimensional electron channel
A   : unscreened charged centres in the channel plane (elastic)
B   : polar optical phonons (inelastic, with in-scattering)
C   : momentum-conserving collisions, relaxation to a drifted distribution
The channel distribution is phi = u(E) cos(angle); u is found on a grid.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit, ellipk, ellipe, exp1

e, hbar, kB = const.e, const.hbar, const.k
eps0 = const.epsilon_0

# ---------- general many-state tests, energies in units of kT ----------
rng = np.random.default_rng(7)
half = 12
energy_half = rng.uniform(0.0, 4.0, half)
velocity_half = rng.uniform(0.3, 2.0, half)
energy_s = np.concatenate([energy_half, energy_half])
velocity_s = np.concatenate([velocity_half, -velocity_half])
n_states = 2 * half
f_eq = expit(1.0 - energy_s)
w_s = f_eq * (1.0 - f_eq)
X_s = velocity_s * w_s


def random_rates():
    """Random rates W[i,j] from i to j that obey detailed balance."""
    s = rng.uniform(0.0, 1.0, (n_states, n_states)) ** 4
    s = s + s.T
    np.fill_diagonal(s, 0.0)
    return s * np.exp(0.5 * (energy_s[:, None] - energy_s[None, :]))


def collision(f, W):
    """Full nonlinear collision term with Pauli factors."""
    gain = (1.0 - f) * (W.T @ f)
    loss = f * (W @ (1.0 - f))
    return gain - loss


def operator(W):
    flow = f_eq[:, None] * (1.0 - f_eq)[None, :] * W
    return np.diag(flow.sum(axis=1)) - flow


W_test = random_rates()
phi_test = rng.normal(size=n_states)
step = 1e-3
derivative = (collision(f_eq + step * w_s * phi_test, W_test)
              - collision(f_eq - step * w_s * phi_test, W_test)) / (2 * step)
linear = -operator(W_test) @ phi_test
linear_error = np.max(np.abs(derivative - linear)) / np.max(np.abs(linear))
assert linear_error < 1e-9


def solve_states(P):
    psi = np.linalg.pinv(P, rcond=1e-11, hermitian=True) @ X_s
    assert np.allclose(P @ psi, X_s, atol=1e-9)
    return psi, 1.0 / (X_s @ psi)


n_trials = 200
excess_list = []
for _ in range(n_trials):
    P1, P2 = operator(random_rates()), operator(random_rates())
    P1, P2 = 0.5 * (P1 + P1.T), 0.5 * (P2 + P2.T)
    psi1, r1 = solve_states(P1)
    psi2, r2 = solve_states(P2)
    psi12, r12 = solve_states(P1 + P2)
    d1, d2 = psi12 * r12 - psi1 * r1, psi12 * r12 - psi2 * r2
    identity = d1 @ P1 @ d1 + d2 @ P2 @ d2
    assert abs(r12 - r1 - r2 - identity) < 1e-9 * r12
    excess_list.append(r12 / (r1 + r2) - 1.0)
assert min(excess_list) > -1e-10

# Equality with operators that are not proportional but share psi.
basis, _ = np.linalg.qr(np.column_stack([psi1, np.ones(n_states)]))
projector = np.eye(n_states) - basis @ basis.T
G = projector @ rng.normal(size=(n_states, n_states))
P_shared = 3.0 * P1 + 0.01 * G @ G.T
_, r_shared = solve_states(P_shared)
_, r_both = solve_states(P1 + P_shared)
equality_error = abs(r_both / (r1 + r_shared) - 1.0)
assert equality_error < 1e-8

# ---------- dilute two-dimensional hand case ----------
# Mean time is the integral of x tau(x) exp(-x), x = E/kT; times in units t.
mean1 = quad(lambda x: x * x * np.exp(-x), 0, np.inf)[0]
mean2 = quad(lambda x: 2.0 * x * np.exp(-x), 0, np.inf)[0]
mean12 = quad(lambda x: x * np.exp(-x) / (1 / x + 0.5) if x > 0 else 0.0,
              0, np.inf)[0]
closed12 = 2.0 * (4.0 * np.exp(2.0) * exp1(2.0) - 1.0)
assert abs(mean12 - closed12) < 1e-7
matthiessen_time = 1.0 / (1.0 / mean1 + 1.0 / mean2)

# ---------- channel model ----------
mass_ratio, temperature, density = 0.2, 300.0, 1e16
eps_static, eps_high = 10.0, 5.0
phonon_meV, centre_density = 90.0, 1e15
mass = mass_ratio * const.m_e
kT = kB * temperature
phonon = phonon_meV * 1e-3 * e
occupation = 1.0 / np.expm1(phonon / kT)
dos = mass / (np.pi * hbar**2)           # both spins
dos_spin = dos / 2.0
coupling = e**2 * phonon * (1 / eps_high - 1 / eps_static) / (4 * eps0)
rate_scale = 2 * np.pi / hbar * coupling * dos_spin


def centre_rate(E):
    return centre_density * e**4 / (16 * (eps_static * eps0)**2 * hbar * E)


# Charged-centre rate from the golden rule, by angular quadrature.
k_test = np.sqrt(2 * mass * kT) / hbar
angle = (np.arange(400) + 0.5) * 2 * np.pi / 400
q_test = 2 * k_test * np.abs(np.sin(angle / 2))
potential = e**2 / (2 * eps_static * eps0 * q_test)
golden = (2 * np.pi / hbar * centre_density * dos_spin
          * np.mean(potential**2 * (1 - np.cos(angle))))
assert abs(golden / centre_rate(kT) - 1) < 1e-9


def fermi_level(n):
    return kT * np.log(np.expm1(n / (dos * kT)))


class Channel:
    def __init__(self, n, cells=60, rungs=10):
        self.n, self.cells = n, cells
        self.h = phonon / cells
        self.E = (np.arange(cells * rungs) + 0.5) * self.h
        self.mu = fermi_level(n)
        E, h = self.E, self.h
        f, empty = expit((self.mu - E) / kT), expit((E - self.mu) / kT)
        self.w = f * empty / kT
        self.v = np.sqrt(2 * E / mass)
        self.weight = dos * h * self.w / 2
        self.X = self.weight * self.v
        self.PA = np.diag(self.weight * centre_rate(E))
        k = mass * self.v / hbar
        k1, k2 = k[:-cells, None], k[cells:, None]
        theta = (np.arange(1024) + 0.5) * 2 * np.pi / 1024
        q = np.sqrt(k1**2 + k2**2 - 2 * k1 * k2 * np.cos(theta))
        I0 = np.mean(1 / q, axis=1)
        I1 = np.mean(np.cos(theta) / q, axis=1)
        pair = (dos * h / (2 * kT) * rate_scale * occupation
                * f[:-cells] * empty[cells:])
        self.PB = np.zeros((len(E), len(E)))
        low = np.arange(len(E) - cells)
        high = low + cells
        self.PB[low, low] += pair * I0
        self.PB[high, high] += pair * I0
        self.PB[low, high] -= pair * I1
        self.PB[high, low] -= pair * I1

    def solve(self, P):
        d = np.sqrt(np.diag(P))
        psi = np.linalg.solve(P / d[:, None] / d[None, :], self.X / d) / d
        return psi, 1.0 / (e**2 * (self.X @ psi))

    def functional(self, P, phi):
        return (phi @ P @ phi) / (e * (self.X @ phi))**2

    def mobility(self, rho):
        return 1.0 / (self.n * e * rho)


def iterative_resistance(ch, with_centres):
    """Independent road: golden-rule rates, elliptic integrals, iteration."""
    E, M = ch.E, ch.cells

    def kernels(Ea, Eb):
        ka, kb = np.sqrt(2 * mass * Ea) / hbar, np.sqrt(2 * mass * Eb) / hbar
        m = 4 * ka * kb / (ka + kb)**2
        J0 = 2 / np.pi * ellipk(m) / (ka + kb)
        mean_q = 2 / np.pi * ellipe(m) * (ka + kb)
        return J0, ((ka**2 + kb**2) * J0 - mean_q) / (2 * ka * kb)

    def empty(x):
        return expit((x - ch.mu) / kT)

    up0, up1 = kernels(E, E + phonon)
    up = rate_scale * occupation * empty(E + phonon) / empty(E)
    down0, down1 = kernels(E[M:], E[M:] - phonon)
    down = (rate_scale * (occupation + 1)
            * empty(E[M:] - phonon) / empty(E[M:]))
    out = up * up0
    out[M:] += down * down0
    if with_centres:
        out = out + centre_rate(E)
    u = ch.v / out
    for _ in range(500):
        source = ch.v.copy()
        source[:-M] += (up * up1)[:-M] * u[M:]
        source[M:] += down * down1 * u[:-M]
        u = source / out
    conductance = e**2 * dos * ch.h * np.sum(ch.v * ch.w * u) / 2
    return 1.0 / conductance


ch = Channel(density)
psiA, rhoA = ch.solve(ch.PA)
psiB, rhoB = ch.solve(ch.PB)
psiAB, rhoAB = ch.solve(ch.PA + ch.PB)
rho_sum = rhoA + rhoB
excess = rhoAB - rho_sum
excessA = ch.functional(ch.PA, psiAB) - rhoA
excessB = ch.functional(ch.PB, psiAB) - rhoB
boundA = rhoA + ch.functional(ch.PB, psiA)
boundB = rhoB + ch.functional(ch.PA, psiB)

error_B = abs(iterative_resistance(ch, False) / rhoB - 1)
error_AB = abs(iterative_resistance(ch, True) / rhoAB - 1)
assert error_B < 1e-6 and error_AB < 1e-6

eta = ch.mu / kT
integral = quad(lambda x: x * expit(eta - x), 0, 60)[0]
sigmaA = e**2 * dos / mass * 2 * kT * integral / centre_rate(kT)
assert abs(rhoA * sigmaA - 1) < 1e-3     # midpoint grid error
density_check = dos * kT * quad(lambda x: expit(eta - x), 0, 60)[0]
assert abs(density_check / density - 1) < 1e-7

coarse = Channel(density, cells=30)
coarse_A = coarse.solve(coarse.PA)[1]
coarse_B = coarse.solve(coarse.PB)[1]
coarse_AB = coarse.solve(coarse.PA + coarse.PB)[1]
ratio = rhoAB / rho_sum
grid_change = abs(coarse_AB / (coarse_A + coarse_B) - ratio)
assert ratio - 1 > 10 * grid_change
assert excessA > 0 and excessB > 0
assert rho_sum < rhoAB < min(boundA, boundB)

muA, muB, muAB = (ch.mobility(r) for r in (rhoA, rhoB, rhoAB))
mu_rule = ch.mobility(rho_sum)
mu_apparent = 1 / (1 / muAB - 1 / muA)
assert mu_apparent < muB


# ---------- momentum-conserving collisions ----------
def conserving(channel, rate):
    drift = channel.weight * channel.v
    norm = channel.v @ drift
    return rate * (np.diag(channel.weight) - np.outer(drift, drift) / norm)


rate_C = 1e13
rhoC_alone = ch.functional(conserving(ch, rate_C), ch.v)
rhoAC = ch.solve(ch.PA + conserving(ch, rate_C))[1]
rhoAC_strong = ch.solve(ch.PA + conserving(ch, 1e18))[1]
rho_limit = ch.functional(ch.PA, ch.v)
assert abs(rhoC_alone) < 1e-10 * rhoA
assert rhoA < rhoAC < rho_limit
assert abs(rhoAC_strong / rho_limit - 1) < 1e-3   # finite collision rate
dilute = Channel(1e12)
dilute_ratio = (dilute.functional(dilute.PA, dilute.v)
                / dilute.solve(dilute.PA)[1])
assert abs(dilute_ratio - 2) < 2e-3      # midpoint grid error

# ---------- output ----------
print(f"Random operators: trials {n_trials}, states {n_states}")
print(f"Random operators: smallest relative excess {min(excess_list):.5f}")
print(f"Random operators: largest relative excess {max(excess_list):.5f}")
print(f"Linearization relative error {linear_error:.1e}")
print(f"Shared-distribution equality error {equality_error:.1e}")
print(f"Hand case mean times 1, 2: {mean1:.4f}, {mean2:.4f} t")
print(f"Hand case true combined time {mean12:.4f} t")
print(f"Hand case Matthiessen time {matthiessen_time:.4f} t")
print(f"Hand case rule/true mobility {matthiessen_time / mean12:.4f}")
print(f"Mass {mass_ratio} m_e; temperature {temperature:.0f} K")
print(f"Electron density {density:.1e} m^-2")
print(f"Centre density {centre_density:.1e} m^-2")
print(f"Relative permittivity static {eps_static}, high {eps_high}")
print(f"Phonon energy {phonon_meV:.1f} meV; occupation {occupation:.5f}")
print(f"Thermal energy {kT / e * 1e3:.3f} meV")
print(f"Fermi level from band edge {ch.mu / e * 1e3:.3f} meV")
print(f"Centre relaxation time at E=kT {1e15 / centre_rate(kT):.2f} fs")
print(f"Sheet resistance A {rhoA:.2f} ohm")
print(f"Sheet resistance B {rhoB:.2f} ohm")
print(f"Sum of A and B {rho_sum:.2f} ohm")
print(f"True combined sheet resistance {rhoAB:.2f} ohm")
print(f"Excess {excess:.2f} ohm; ratio true/sum {ratio:.4f}")
print(f"Excess part from A {excessA:.2f} ohm")
print(f"Excess part from B {excessB:.2f} ohm")
print(f"Upper bound, trial from A {boundA:.2f} ohm")
print(f"Upper bound, trial from B {boundB:.2f} ohm")
print(f"Mobility A {muA:.5f} m^2/(V s)")
print(f"Mobility B {muB:.5f} m^2/(V s)")
print(f"Mobility true combined {muAB:.5f} m^2/(V s)")
print(f"Mobility by Matthiessen {mu_rule:.5f} m^2/(V s)")
print(f"True combined mobility {muAB * 1e4:.1f} cm^2/(V s)")
print(f"Matthiessen mobility {mu_rule * 1e4:.1f} cm^2/(V s)")
print(f"Apparent B mobility by subtraction {mu_apparent:.5f} m^2/(V s)")
print(f"Apparent/true B mobility {mu_apparent / muB:.4f}")
print(f"Change of ratio on coarser grid {grid_change:.1e}")
print(f"Iterative check, relative errors {error_B:.1e}, {error_AB:.1e}")
print("Effective times u/v: energy (meV), A, B, combined (fs)")
for target in (10.0, 30.0, 60.0, 85.0, 95.0, 120.0):
    i = int(np.argmin(np.abs(ch.E - target * 1e-3 * e)))
    times = [1e15 * p[i] / ch.v[i] for p in (psiA, psiB, psiAB)]
    print(f"  {ch.E[i] / e * 1e3:.2f}  " + "  ".join(f"{t:.2f}" for t in times))
print("Density scan: n (m^-2), A, B, combined (ohm), true/sum")
for n in (3e15, 1e16, 3e16, 1e17):
    c = Channel(n)
    a, b, ab = (c.solve(P)[1] for P in (c.PA, c.PB, c.PA + c.PB))
    assert ab >= (a + b) * (1 - 1e-10)
    print(f"  {n:.0e}  {a:.2f}  {b:.2f}  {ab:.2f}  {ab / (a + b):.4f}")
print(f"Conserving collision rate {rate_C:.1e} s^-1")
print(f"A plus conserving collisions {rhoAC:.2f} ohm")
print(f"Strong-collision limit {rho_limit:.2f} ohm")
print(f"Limit/A at example density {rho_limit / rhoA:.4f}")
print(f"Limit/A for dilute carriers {dilute_ratio:.4f}")
print("checks complete")
```

Running it gives:

```
Random operators: trials 200, states 24
Random operators: smallest relative excess 0.00862
Random operators: largest relative excess 0.09169
Linearization relative error 1.7e-13
Shared-distribution equality error 3.3e-16
Hand case mean times 1, 2: 2.0000, 2.0000 t
Hand case true combined time 0.8906 t
Hand case Matthiessen time 1.0000 t
Hand case rule/true mobility 1.1228
Mass 0.2 m_e; temperature 300 K
Electron density 1.0e+16 m^-2
Centre density 1.0e+15 m^-2
Relative permittivity static 10.0, high 5.0
Phonon energy 90.0 meV; occupation 0.03174
Thermal energy 25.852 meV
Fermi level from band edge -13.692 meV
Centre relaxation time at E=kT 83.15 fs
Sheet resistance A 3804.86 ohm
Sheet resistance B 5672.91 ohm
Sum of A and B 9477.77 ohm
True combined sheet resistance 11681.15 ohm
Excess 2203.38 ohm; ratio true/sum 1.2325
Excess part from A 1925.09 ohm
Excess part from B 278.29 ohm
Upper bound, trial from A 103876.05 ohm
Upper bound, trial from B 12699.93 ohm
Mobility A 0.16404 m^2/(V s)
Mobility B 0.11002 m^2/(V s)
Mobility true combined 0.05343 m^2/(V s)
Mobility by Matthiessen 0.06585 m^2/(V s)
True combined mobility 534.3 cm^2/(V s)
Matthiessen mobility 658.5 cm^2/(V s)
Apparent B mobility by subtraction 0.07924 m^2/(V s)
Apparent/true B mobility 0.7203
Change of ratio on coarser grid 8.8e-05
Iterative check, relative errors 7.8e-15, 1.5e-14
Effective times u/v: energy (meV), A, B, combined (fs)
  9.75  31.36  104.16  24.63
  29.25  94.08  132.25  55.64
  59.25  190.57  164.31  88.89
  84.75  272.59  183.36  110.27
  95.25  306.36  8.59  6.26
  119.25  383.55  21.53  11.89
Density scan: n (m^-2), A, B, combined (ohm), true/sum
  3e+15  13741.71  17270.93  38882.38  1.2538
  1e+16  3804.86  5672.91  11681.15  1.2325
  3e+16  1016.28  2494.13  4203.13  1.1973
  1e+17  160.55  1767.91  1969.19  1.0211
Conserving collision rate 1.0e+13 s^-1
A plus conserving collisions 4906.53 ohm
Strong-collision limit 6831.31 ohm
Limit/A at example density 1.7954
Limit/A for dilute carriers 1.9991
checks complete
```
